# Comment on the Landé interval rule and the mercury 6s6p triplet: verification in Python

```python
"""
Result under test: in an sp configuration the Lande ratio
R = (E(3P2)-E(3P1)) / (E(3P1)-E(3P0)) = 2 holds only to first order in the
spin-orbit coupling. Mixing of 3P1 with 1P1 lowers 3P1 and makes R > 2.
Symbols: zeta = spin-orbit constant of the p electron (operator zeta l.s),
K = exchange integral (triplet at -K, singlet at +K), lam = factor on the
singlet-triplet spin-orbit element (1 in the standard matrix),
span = E(3P2)-E(3P0), gap = E(1P1)-E(3P0), shift = lowering of 3P1.
The mercury inputs are rough measured sizes, not precise data.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from sympy import Rational
from sympy.physics.quantum.cg import CG

HARTREE_EV = constants.value("Hartree energy in eV")
BOHR_ANGSTROM = constants.value("Bohr radius") * 1e10

# ---- Determinant space: s spin (2) x p orbital (3) x p spin (2) ----
spin_z = np.diag([0.5, -0.5])
spin_up = np.array([[0.0, 1.0], [0.0, 0.0]])
orb_z = np.diag([1.0, 0.0, -1.0])
orb_up = np.sqrt(2.0) * np.diag([1.0, 1.0], 1)


def embed(s_part, orbital_part, p_part):
    return np.kron(np.kron(s_part, orbital_part), p_part)


I2, I3 = np.eye(2), np.eye(3)
raise_l = embed(I2, orb_up, I2)
raise_s = embed(I2, I3, spin_up)
spin_orbit = (embed(I2, orb_z, spin_z)
              + 0.5 * (raise_l @ raise_s.T + raise_l.T @ raise_s))
J_z = embed(spin_z, I3, I2) + embed(I2, orb_z, I2) + embed(I2, I3, spin_z)
J_up = embed(spin_up, I3, I2) + raise_l + raise_s
J_squared = J_up.T @ J_up + J_z @ J_z + J_z

# Exchange integral links determinants whose s and p spins are interchanged.
swap = np.zeros((12, 12))
for a, m, b in product(range(2), range(3), range(2)):
    swap[b * 6 + m * 2 + a, a * 6 + m * 2 + b] = 1.0


def hamiltonian(zeta, K):
    return zeta * spin_orbit - K * swap


def levels_by_J(H):
    energies, vectors = np.linalg.eigh(H)
    j2 = np.einsum("ik,ij,jk->k", vectors, J_squared, vectors)
    found = [energies[np.abs(j2 - J * (J + 1)) < 1e-7] for J in range(3)]
    assert [len(x) for x in found] == [1, 6, 5]
    return found[0][0], found[1][0], found[2][0], found[1][-1]


def J1_matrix(zeta, K, lam=1.0):
    v = lam * zeta / np.sqrt(2.0)
    return np.array([[-K - zeta / 2, v], [v, K]])


def ratio_of(E0, E1, E2):
    return (E2 - E1) / (E1 - E0)


def ratio_formula(zeta, K):
    a = K + zeta / 4
    shift = np.sqrt(a * a + zeta**2 / 2) - a
    return (zeta + shift) / (zeta / 2 - shift)


# Closed level formulas against the full diagonalization.
for zeta, K in [(0.3, 2.0), (0.5, 0.7), (1.0, 0.2), (2.0, 1.1)]:
    E0, E1, E2, ES = levels_by_J(hamiltonian(zeta, K))
    low, high = np.linalg.eigvalsh(J1_matrix(zeta, K))
    assert np.allclose([E0, E1, E2, ES],
                       [-K - zeta, low, -K + zeta / 2, high], atol=1e-10)
    assert abs(ratio_of(E0, E1, E2) - ratio_formula(zeta, K)) < 1e-8
    assert ratio_of(E0, E1, E2) > 2
    # Deleting only the singlet-triplet blocks must restore the Lande rule.
    triplet = (np.eye(12) + swap) / 2
    singlet = np.eye(12) - triplet
    H = hamiltonian(zeta, K)
    unmixed = triplet @ H @ triplet + singlet @ H @ singlet
    U0, U1, U2, _ = levels_by_J(unmixed)
    assert abs(ratio_of(U0, U1, U2) - 2) < 1e-8

# Weak coupling: the deviation from 2 tends to 1.5 zeta/K.
E0, E1, E2, _ = levels_by_J(hamiltonian(1.0, 1000.0))
assert abs((ratio_of(E0, E1, E2) - 2) * 1000 - 1.5) < 0.01
# Strong spin-orbit coupling: 3P1 approaches 3P0 and the ratio diverges.
E0, E1, E2, _ = levels_by_J(hamiltonian(1.0, 0.001))
assert ratio_of(E0, E1, E2) > 500

# ---- J=1 matrices from explicitly coupled states with M=1 ----
half = Rational(1, 2)


def cg(j1, m1, j2, m2, j, m):
    if abs(m1) > j1 or abs(m2) > j2 or abs(m) > j or m1 + m2 != m:
        return 0.0
    return float(CG(j1, m1, j2, m2, j, m).doit())


def coupled_state(scheme, inner):
    amplitudes = []
    for s1, m, s2 in product([half, -half], [1, 0, -1], [half, -half]):
        if scheme == "LS":
            M = s1 + s2
            value = cg(half, s1, half, s2, inner, M)
            value *= cg(1, m, inner, M, 1, 1)
        else:
            M = m + s2
            value = cg(1, m, half, s2, inner, M)
            value *= cg(half, s1, inner, M, 1, 1)
        amplitudes.append(value)
    return np.array(amplitudes)


LS = np.array([coupled_state("LS", 1), coupled_state("LS", 0)]).T
jj = np.array([coupled_state("jj", half), coupled_state("jj", 3 * half)]).T
assert np.allclose(LS.T @ LS, np.eye(2)) and np.allclose(jj.T @ jj, np.eye(2))
for zeta, K in [(0.5, 0.7), (1.3, 0.4)]:
    in_LS = LS.T @ hamiltonian(zeta, K) @ LS
    in_jj = jj.T @ hamiltonian(zeta, K) @ jj
    assert np.allclose(np.diag(in_LS), [-K - zeta / 2, K])
    assert abs(abs(in_LS[0, 1]) - zeta / np.sqrt(2)) < 1e-10
    assert np.allclose(np.diag(in_jj), [-zeta - K / 3, zeta / 2 + K / 3])
    assert abs(abs(in_jj[0, 1]) - 2 * np.sqrt(2) * K / 3) < 1e-10
jj_weights = (LS.T @ jj[:, 0])**2
assert np.allclose(jj_weights, [2 / 3, 1 / 3])


# ---- Mercury 6s6p from rough level sizes ----
def solve_levels(span, gap, lam):
    """Find K numerically; energies are then measured from 3P0."""
    zeta = 2 * span / 3

    def mismatch(K):
        top = np.linalg.eigvalsh(J1_matrix(zeta, K, lam))[1]
        return top + K + zeta - gap

    K = brentq(mismatch, 1e-9, gap, xtol=1e-13)
    energies, vectors = np.linalg.eigh(J1_matrix(zeta, K, lam))
    E1 = energies[0] + K + zeta
    return zeta, K, E1, vectors[1, 0]**2


def shift_formula(span, gap, lam):
    zeta = 2 * span / 3
    return lam**2 * zeta**2 / 2 / (gap - zeta / 2)


def needed_lam(span, gap, ratio):
    zeta = 2 * span / 3
    return np.sqrt((1 - 3 / (1 + ratio)) * (gap / zeta - 0.5))


span, gap, rough_ratio = 0.8, 2.0, 2.6
zeta, K, E1, weight = solve_levels(span, gap, 1.0)
shift = zeta / 2 - E1
assert abs(shift - shift_formula(span, gap, 1.0)) < 1e-9
standard_ratio = ratio_of(0.0, E1, span)
# The same parameters in the full twelve-state problem.
F0, F1, F2, FS = levels_by_J(hamiltonian(zeta, K))
assert np.allclose([F1 - F0, F2 - F0, FS - F0], [E1, span, gap], atol=1e-9)

lam_fit = needed_lam(span, gap, rough_ratio)
_, K_fit, E1_fit, weight_fit = solve_levels(span, gap, lam_fit)
shift_fit = zeta / 2 - E1_fit
assert abs(ratio_of(0.0, E1_fit, span) - rough_ratio) < 1e-8
assert abs(shift_fit - shift_formula(span, gap, lam_fit)) < 1e-9

# Rounding of the inputs: half a unit in the last digit of each.
box_ratios, box_lams = [], []
for ds, dg in product([-0.05, 0.05], repeat=2):
    E1_box = solve_levels(span + ds, gap + dg, 1.0)[2]
    box_ratios.append(ratio_of(0.0, E1_box, span + ds))
    for dr in (-0.05, 0.05):
        box_lams.append(needed_lam(span + ds, gap + dg, rough_ratio + dr))
assert min(box_ratios) > rough_ratio + 0.05
assert max(box_lams) < 1

# ---- Model atom: does exchange make the singlet p orbital more diffuse? ----
# Core charge 2, frozen s orbital exp(-2r), p orbital r exp(-alpha r).
core_charge, s_exponent = 2.0, 2.0
r = np.linspace(1e-5, 80.0, 16001)
R_s = 2 * s_exponent**1.5 * np.exp(-s_exponent * r)


def p_norm(alpha):
    return np.sqrt((2 * alpha)**5 / 24)


def model_energy(alpha, exchange_sign):
    R_p = p_norm(alpha) * r * np.exp(-alpha * r)
    rho_s, rho_p, cross = (R_s * r)**2, (R_p * r)**2, R_s * R_p * r**2
    Q_s = cumulative_trapezoid(rho_s, r, initial=0)
    Q_p = cumulative_trapezoid(rho_p, r, initial=0)
    direct = trapezoid((rho_p * Q_s + rho_s * Q_p) / r, r)
    inner = cumulative_trapezoid(cross * r, r, initial=0)
    exchange = 2 * trapezoid(cross * inner / r**2, r) / 3
    one_body = alpha**2 / 2 - core_charge * alpha / 2
    return one_body + direct + exchange_sign * exchange


def best_exponent(sign):
    result = minimize_scalar(model_energy, bounds=(0.3, 0.9), args=(sign,),
                             method="bounded", options={"xatol": 1e-7})
    assert result.success
    return result.x


alpha_S, alpha_0, alpha_T = [best_exponent(sign) for sign in (1, 0, -1)]
assert alpha_S < alpha_0 < alpha_T


def inverse_cube(alpha, beta):
    integral = quad(lambda x: x * np.exp(-(alpha + beta) * x), 0, np.inf)[0]
    return p_norm(alpha) * p_norm(beta) * integral


lam_model = inverse_cube(alpha_S, alpha_T) / inverse_cube(alpha_T, alpha_T)
lam_closed = (alpha_S / alpha_T)**2.5 * 4 * alpha_T**2 / (alpha_S + alpha_T)**2
assert abs(lam_model - lam_closed) < 1e-7
assert lam_model < 1


def mean_radius(alpha):
    density = (p_norm(alpha) * r**2 * np.exp(-alpha * r))**2
    return trapezoid(density * r, r) * BOHR_ANGSTROM


# ---- Output ----
print("Ratio R from the standard matrix (Lande value 2):")
for x in (100, 10, 3, 1, 0.3):
    E0, E1_x, E2, _ = levels_by_J(hamiltonian(1.0, x))
    print(f"  K/zeta = {x:5.1f}: R = {ratio_of(E0, E1_x, E2):.3f}")
print(f"Triplet weight in (s1/2 p1/2) J=1: {jj_weights[0]:.4f}")
print("Mercury 6s6p, rough measured inputs:")
print(f"  span 3P2-3P0: {span:.1f} eV")
print(f"  gap 1P1-3P0: {gap:.1f} eV")
print(f"  interval ratio: {rough_ratio:.1f}")
print("Standard matrix, lam = 1:")
print(f"  zeta: {zeta:.4f} eV")
print(f"  K: {K:.4f} eV")
print(f"  off-diagonal element: {zeta / np.sqrt(2):.4f} eV")
print(f"  unmixed 3P1 above 3P0: {zeta / 2:.4f} eV")
print(f"  downward shift of 3P1: {shift:.4f} eV")
print(f"  the same shift: {shift / HARTREE_EV:.6f} hartree")
print(f"  interval 3P1-3P0: {E1:.4f} eV")
print(f"  interval 3P2-3P1: {span - E1:.4f} eV")
print(f"  ratio R: {standard_ratio:.3f}")
print(f"  singlet weight in 3P1: {weight:.4f}")
print(f"  R over input rounding: {min(box_ratios):.2f}"
      f" to {max(box_ratios):.2f}")
print("Matrix with lam fitted to the rough ratio:")
print(f"  lam: {lam_fit:.3f}")
print(f"  K: {K_fit:.4f} eV")
print(f"  off-diagonal element: {lam_fit * zeta / np.sqrt(2):.4f} eV")
print(f"  downward shift of 3P1: {shift_fit:.4f} eV")
print(f"  interval 3P1-3P0: {E1_fit:.4f} eV")
print(f"  interval 3P2-3P1: {span - E1_fit:.4f} eV")
print(f"  singlet weight in 3P1: {weight_fit:.4f}")
print(f"  lam over input rounding: {min(box_lams):.2f}"
      f" to {max(box_lams):.2f}")
print("Model atom (not mercury), core charge 2, s exponent 2 / bohr:")
for name, alpha in (("singlet", alpha_S), ("no exchange", alpha_0),
                    ("triplet", alpha_T)):
    print(f"  {name}: p exponent {alpha:.4f} / bohr,"
          f" mean radius {mean_radius(alpha):.3f} angstrom")
print(f"  lam from the r^-3 integrals: {lam_model:.3f}")
print("verified")
```

Running it gives:

```
Ratio R from the standard matrix (Lande value 2):
  K/zeta = 100.0: R = 2.015
  K/zeta =  10.0: R = 2.154
  K/zeta =   3.0: R = 2.538
  K/zeta =   1.0: R = 3.779
  K/zeta =   0.3: R = 8.729
Triplet weight in (s1/2 p1/2) J=1: 0.6667
Mercury 6s6p, rough measured inputs:
  span 3P2-3P0: 0.8 eV
  gap 1P1-3P0: 2.0 eV
  interval ratio: 2.6
Standard matrix, lam = 1:
  zeta: 0.5333 eV
  K: 0.6923 eV
  off-diagonal element: 0.3771 eV
  unmixed 3P1 above 3P0: 0.2667 eV
  downward shift of 3P1: 0.0821 eV
  the same shift: 0.003015 hartree
  interval 3P1-3P0: 0.1846 eV
  interval 3P2-3P1: 0.6154 eV
  ratio R: 3.333
  singlet weight in 3P1: 0.0452
  R over input rounding: 3.15 to 3.55
Matrix with lam fitted to the rough ratio:
  lam: 0.736
  K: 0.7111 eV
  off-diagonal element: 0.2776 eV
  downward shift of 3P1: 0.0444 eV
  interval 3P1-3P0: 0.2222 eV
  interval 3P2-3P1: 0.5778 eV
  singlet weight in 3P1: 0.0250
  lam over input rounding: 0.68 to 0.80
Model atom (not mercury), core charge 2, s exponent 2 / bohr:
  singlet: p exponent 0.4823 / bohr, mean radius 2.743 angstrom
  no exchange: p exponent 0.5089 / bohr, mean radius 2.599 angstrom
  triplet: p exponent 0.5440 / bohr, mean radius 2.432 angstrom
  lam from the r^-3 integrals: 0.832
verified
```
